# Monte Carlo sample size for a rare hot-carrier tail: a numerical check

```python
"""
Result under test: N independent yes/no scores with success probability p
estimate p with relative standard error sqrt((1-p)/(N p)). Hence
N = (1-p)/(p eps^2) samples give relative standard error eps.
Example: p is the probability that a hot electron in silicon has total energy
above the SiO2 barrier, for a Maxwellian of electron temperature Te.
Symbols: phi = barrier (eV), kte = k Te (eV), x = phi/kte,
score W = 1 above the barrier; with tunnelling, 0 < W < 1 below it.
Material parameters are rough typical values. Energies are in eV.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc
from scipy.stats import binom

q, hbar, m0 = const.e, const.hbar, const.m_e
k_ev = const.k / q

# Inputs
p = 3e-4
eps = 0.10
phi = 3.1                # barrier, eV
field = 1e8              # oxide field, V/m (1 MV/cm)
m_ox = 0.5 * m0          # tunnelling mass in the oxide
eps_opt = 2.1            # optical relative permittivity of the oxide
alpha = 0.5              # nonparabolicity, 1/eV
phonon = 0.063           # optical phonon energy, eV
density = 1e24           # electrons per m^3 (1e18 cm^-3)
m_long, m_trans = 0.92, 0.19
dt_ps, memory_ps = 0.02, 0.05


def needed(prob, err=eps):
    """Real-valued number of independent yes/no samples."""
    return (1 - prob) / (prob * err**2)


def tail(x):
    """Maxwellian probability of total energy above x k Te."""
    return erfc(math.sqrt(x)) + 2 * math.sqrt(x / math.pi) * math.exp(-x)


# Smallest sufficient N, tested by explicit sums over the binomial law
n_req = math.ceil(needed(p))
counts = np.arange(0, 1001)


def relative_error_by_sum(n):
    w = binom.pmf(counts, n, p)
    w = w / w.sum()
    mean = np.sum(w * counts)
    return math.sqrt(np.sum(w * (counts - mean)**2)) / mean


rse_exact = relative_error_by_sum(n_req)
assert rse_exact <= eps < relative_error_by_sum(n_req - 1)
pmf = binom.pmf(counts, n_req, p)
deviation = np.abs(counts / n_req - p) / p
within10 = pmf[deviation <= 0.10].sum()
within20 = pmf[deviation <= 0.20].sum()

# Electron temperature that gives the chosen tail probability
x = brentq(lambda y: tail(y) - p, 2, 30, xtol=1e-13)
kte = phi / x
te = kte / k_ev


def tail_by_quadrature(a):
    """Tail from the density of states with nonparabolicity a (1/eV)."""
    def f(e):
        dos = math.sqrt(e * (1 + a * e)) * (1 + 2 * a * e)
        return dos * math.exp(-e / kte)
    low = quad(f, 0, phi, epsabs=1e-13, epsrel=1e-10, limit=200)[0]
    high = quad(f, phi, phi + 40 * kte, epsabs=1e-15, epsrel=1e-10,
                limit=200)[0]
    return high / (low + high)


assert abs(tail_by_quadrature(0.0) / p - 1) < 1e-6
p_nonpar = tail_by_quadrature(alpha)

# Image-force lowering, tested by locating the top of the potential
lowering = math.sqrt(q * field / (4 * math.pi * const.epsilon_0 * eps_opt))


def depth_below_bare_barrier(x_nm):
    z = x_nm * 1e-9
    image = q / (16 * math.pi * const.epsilon_0 * eps_opt * z)
    return field * z + image


top = minimize_scalar(depth_below_bare_barrier, bounds=(0.1, 10),
                      method="bounded", options={"xatol": 1e-9})
assert abs(top.fun / lowering - 1) < 1e-6
p_image = tail((phi - lowering) / kte)

# Tunnelling through a sharp triangular barrier, energy d below its top
wkb_coeff = 4 * math.sqrt(2 * m_ox) * q**1.5 / (3 * hbar * q * field)


def transmission(d):
    return np.exp(-wkb_coeff * np.maximum(d, 0.0)**1.5)


d_test = 0.2
width = d_test / field
action = quad(lambda s: 2 * width * math.sqrt(
    2 * m_ox * q * d_test * (1 - s)) / hbar, 0, 1)[0]
assert abs(action / (wkb_coeff * d_test**1.5) - 1) < 1e-6
assert transmission(1.0) < 1e-6 * p   # deeper electrons do not matter


def energy_density(e):
    return 2 * math.sqrt(e / math.pi) * kte**-1.5 * math.exp(-e / kte)


below = [quad(lambda d: energy_density(phi - d) * transmission(d)**j,
              0, 1, epsabs=1e-14, epsrel=1e-9, limit=200)[0]
         for j in (1, 2)]
w1, w2 = p + below[0], p + below[1]
n_tunnel = (w2 / w1**2 - 1) / eps**2

# Repeated full-size Monte Carlo experiments from Gaussian momenta
p_normal = erfc(math.sqrt(x))
rng = np.random.default_rng(20)
runs = 200
hits = np.zeros(runs)
normal_hits = np.zeros(runs)
scores = np.zeros(runs)
for r in range(runs):
    g = rng.standard_normal((3, n_req))
    g *= g
    g *= 0.5 * kte
    energy = g[0] + g[1] + g[2]
    hits[r] = np.count_nonzero(energy > phi)
    normal_hits[r] = np.count_nonzero(g[2] > phi)
    near = energy[energy > phi - 1.0]
    scores[r] = transmission(phi - near).sum()
p_mc = hits.mean() / n_req
rse_mc = hits.std(ddof=1) / (n_req * p)
rse_w_mc = scores.std(ddof=1) / (n_req * w1)
rse_w = math.sqrt((w2 / w1**2 - 1) / n_req)
within10_mc = np.mean(np.abs(hits / n_req - p) <= 0.10 * p)
# Tolerances are about four or more standard errors of 200 runs
assert abs(p_mc / p - 1) < 0.035
assert abs(rse_mc / eps - 1) < 0.20
assert abs(normal_hits.mean() / n_req / p_normal - 1) < 0.15
assert abs(scores.mean() / n_req / w1 - 1) < 0.035
assert abs(rse_w_mc / rse_w - 1) < 0.20
assert abs(within10_mc - within10) < 0.14

# Correlated snapshots: covariances from powers of a transition matrix
rho = math.exp(-dt_ps / memory_ps)
inflation = (1 + rho) / (1 - rho)
stationary = np.array([1 - p, p])
step = rho * np.eye(2) + (1 - rho) * np.outer(np.ones(2), stationary)
power = np.eye(2)
variance_sum = p * (1 - p)
for lag in range(1, 201):
    power = power @ step
    covariance = p * power[1, 1] - p**2
    variance_sum += 2 * (1 - lag / n_req) * covariance
assert abs(variance_sum / (p * (1 - p)) / inflation - 1) < 1e-4

# Other changes of the tail
p_cool = tail(x / 0.9)
p_warm = tail(x / 1.1)
te_ratio = (math.tanh(phonon / (2 * k_ev * 400))
            / math.tanh(phonon / (2 * k_ev * 300)))
p_400 = tail(x / te_ratio)

# Degeneracy: occupation of the band bottom for six equivalent valleys
m_dos = (m_long * m_trans**2)**(1 / 3) * m0
n_band = 12 * (m_dos * kte * q / (2 * math.pi * hbar**2))**1.5
dos_factor = 6 / (2 * math.pi**2) * (2 * m_dos / hbar**2)**1.5
n_band_quad = dos_factor * (kte * q)**1.5 * quad(
    lambda u: math.sqrt(u) * math.exp(-u), 0, 50, limit=200)[0]
assert abs(n_band_quad / n_band - 1) < 1e-6
occupation = density / n_band
assert occupation < 0.01

print(f"tail probability p: {p:.1e}")
print(f"target relative standard error: {100*eps:.0f} %")
print(f"required samples, smallest integer: {n_req}")
print(f"small-p estimate 1/(p eps^2): {1/(p*eps**2):.0f}")
print(f"expected hits: {n_req*p:.2f}")
print(f"relative error by binomial sum: {100*rse_exact:.4f} %")
print(f"chance within 10 % of p: {within10:.3f}")
print(f"chance within 20 % of p: {within20:.3f}")
print(f"samples for 5 % error: {math.ceil(needed(p, 0.05))}")
print(f"barrier: {phi:.1f} eV")
print(f"barrier / kTe: {x:.3f}")
print(f"kTe: {kte:.4f} eV")
print(f"electron temperature Te: {te:.0f} K")
print(f"Monte Carlo runs of full size: {runs}")
print(f"Monte Carlo mean p: {p_mc:.3e}")
print(f"Monte Carlo relative scatter: {100*rse_mc:.2f} %")
print(f"Monte Carlo fraction within 10 %: {within10_mc:.3f}")
print(f"oxide field: {field/1e8:.1f} MV/cm")
print(f"oxide optical permittivity: {eps_opt:.1f}")
print(f"oxide tunnelling mass: {m_ox/m0:.2f} m0")
print(f"image-force lowering: {lowering:.3f} eV")
print(f"WKB coefficient: {wkb_coeff:.2f} eV^-1.5")
print(f"tunnelling mean score: {w1:.3e}")
print(f"tunnelling mean squared score: {w2:.3e}")
print(f"tunnelling: samples {n_tunnel:.3e}")
print(f"tunnelling run scatter, predicted: {100*rse_w:.2f} %")
print(f"tunnelling run scatter, observed: {100*rse_w_mc:.2f} %")
print(f"nonparabolicity: {alpha:.1f} 1/eV")
for label, prob in [("image force", p_image),
                    ("nonparabolic band", p_nonpar),
                    ("normal energy only", p_normal),
                    ("Te lower by 10 %", p_cool),
                    ("Te higher by 10 %", p_warm),
                    ("lattice at 400 K", p_400)]:
    print(f"{label}: p {prob:.2e}, samples {needed(prob):.2e}")
print(f"phonon energy: {phonon:.3f} eV")
print(f"assumed Te ratio, 400 K to 300 K: {te_ratio:.3f}")
print(f"electron density: {density/1e6:.0e} cm^-3")
print(f"silicon masses: {m_long:.2f} and {m_trans:.2f} m0")
print(f"band-bottom occupation: {occupation:.1e}")
print(f"snapshot interval: {dt_ps:.2f} ps")
print(f"assumed memory time: {memory_ps:.2f} ps")
print(f"snapshot correlation rho: {rho:.3f}")
print(f"variance inflation: {inflation:.2f}")
print(f"correlated snapshots needed: {inflation*needed(p):.2e}")
print("all assertions hold")
```

Running it gives:

```
tail probability p: 3.0e-04
target relative standard error: 10 %
required samples, smallest integer: 333234
small-p estimate 1/(p eps^2): 333333
expected hits: 99.97
relative error by binomial sum: 10.0000 %
chance within 10 % of p: 0.683
chance within 20 % of p: 0.954
samples for 5 % error: 1332934
barrier: 3.1 eV
barrier / kTe: 9.402
kTe: 0.3297 eV
electron temperature Te: 3826 K
Monte Carlo runs of full size: 200
Monte Carlo mean p: 2.989e-04
Monte Carlo relative scatter: 9.56 %
Monte Carlo fraction within 10 %: 0.745
oxide field: 1.0 MV/cm
oxide optical permittivity: 2.1
oxide tunnelling mass: 0.50 m0
image-force lowering: 0.262 eV
WKB coefficient: 48.30 eV^-1.5
tunnelling mean score: 3.685e-04
tunnelling mean squared score: 3.407e-04
tunnelling: samples 2.508e+05
tunnelling run scatter, predicted: 8.68 %
tunnelling run scatter, observed: 8.34 %
nonparabolicity: 0.5 1/eV
image force: p 6.38e-04, samples 1.57e+05
nonparabolic band: p 1.30e-03, samples 7.70e+04
normal energy only: p 1.45e-05, samples 6.91e+06
Te lower by 10 %: p 1.11e-04, samples 9.03e+05
Te higher by 10 %: p 6.76e-04, samples 1.48e+05
lattice at 400 K: p 7.08e-05, samples 1.41e+06
phonon energy: 0.063 eV
assumed Te ratio, 400 K to 300 K: 0.862
electron density: 1e+18 cm^-3
silicon masses: 0.92 and 0.19 m0
band-bottom occupation: 8.0e-04
snapshot interval: 0.02 ps
assumed memory time: 0.05 ps
snapshot correlation rho: 0.670
variance inflation: 5.07
correlated snapshots needed: 1.69e+06
all assertions hold
```
